# Screw Dislocation Core Energies from Periodic Atomistic Dipoles

## What scaling fixes

Take a straight screw dislocation whose line is a twofold axis of the elastic stiffness, such as $\langle110\rangle$ in a cubic crystal. The displacement $u$ along the line then decouples from in-plane displacements. All energies below are per unit length of line.

Let dislocations $+b$ and $-b$ be separated by $\mathbf d$. Linear elasticity contains no length, and the strain at distance $r$ from a line falls as $b/r$. If $\mathbf d$ is enlarged by a factor $s$ at fixed $b$, the field outside the equally enlarged cores keeps its energy; only the annuli between the old and new core radii are added. The increase depends on $s$ alone and is additive for successive enlargements, so it is proportional to $\ln s$. A logarithm needs a reference length $r_c$, and the energy below that length is a constant of the crystal. If the crystal has a mirror plane normal to the line, as the row model below does, reversing $u$ turns $+b$ into $-b$ at no cost, so the two constants are equal:

$$E_{\rm pair}=2E_c(r_c)+2\lambda\ln\frac{\rho(\mathbf d)}{r_c}.$$

Here $\rho$ is a length adapted to the anisotropy. In a periodic cell of fixed shape, with $\mathbf d$ a fixed fraction of the cell, the images can add only a number $I$, independent of cell size:

$$E=2E_c(r_c)+2\lambda\left[\ln\frac{\rho(\mathbf d)}{r_c}+I\right]+O(N^{-2}\ln N),\qquad(1)$$

for $N\times N$ atomic rows. The correction has no $1/N$ term in the row model below, because its core is centred on a twofold point and has no dipole moment. The logarithm in the correction comes from nonlinear bonds; for parabolic bonds the correction is $O(N^{-2})$. Equation (1) requires zero mean stress in the cell. Since $E$ does not depend on the choice of $r_c$, $E_c(r_c')=E_c(r_c)+\lambda\ln(r_c'/r_c)$.

## The prefactor and the length

Let $\mathbf e$ be the elastic strain vector, $\mathsf C$ the $2\times2$ matrix of antiplane moduli, and $\boldsymbol\tau=\mathsf C\mathbf e$ the stress. Equilibrium, $\nabla\cdot\boldsymbol\tau=0$, is met by $\tau_x=\partial_y\varphi$, $\tau_y=-\partial_x\varphi$. A dislocation requires $\partial_xe_y-\partial_ye_x=b\,\delta(\mathbf r)$. Inserting $\mathbf e=\mathsf C^{-1}\boldsymbol\tau$, with $K=\sqrt{\det\mathsf C}$, gives

$$\frac1{K^2}\nabla\cdot\mathsf C\nabla\varphi=-b\,\delta(\mathbf r).$$

Set $\mathbf r=K^{-1/2}\mathsf C^{1/2}\mathbf w$. This map has unit determinant and turns $\nabla\cdot\mathsf C\nabla$ into $K\nabla_w^2$, so $\nabla_w^2\varphi=-Kb\,\delta(\mathbf w)$ and

$$\varphi=-\frac{Kb}{2\pi}\ln\rho,\qquad \rho^2=|\mathbf w|^2=K\,\mathbf r\cdot\mathsf C^{-1}\mathbf r.$$

The force across a line element is the change of $\varphi$ along it, so for an isolated dislocation the ellipse $\rho=r_c$ is traction-free. This is the cutoff surface to which $E_c$ belongs.

Integrating by parts,

$$E_{\rm el}=\tfrac12\int\mathbf e\cdot\boldsymbol\tau\,d^2r=\tfrac12\sum_i b_i\varphi(\mathbf r_i),\qquad(2)$$

with self terms evaluated at $\rho=r_c$. For the pair, $\varphi=\pm(Kb/2\pi)\ln(\rho(\mathbf d)/r_c)$ at $\pm b$. The sum is $(Kb^2/2\pi)\ln(\rho/r_c)$, hence $\lambda=Kb^2/4\pi$. These relations contain no unit-dependent constant and hold as written in atomic units.

## Four rows, by hand

Place rigid atomic rows at $m\mathbf a_1+n\mathbf a_2$, with $A_0$ the area per row. Neighbouring rows along $\mathbf a_i$ interact through a bond of stiffness $\kappa_i$ and period $b$. Uniform strain costs $\frac12\sum_i\kappa_i(\mathbf a_i\cdot\mathbf e)^2/A_0$ per area, so

$$\mathsf C=\frac1{A_0}\sum_i\kappa_i\mathbf a_i\mathbf a_i^T,\qquad K=\sqrt{\kappa_1\kappa_2},$$

because the matrix with columns $\mathbf a_i$ has determinant $A_0$. For $\mathbf r=x\mathbf a_1+y\mathbf a_2$ this gives $\rho^2=KA_0(x^2/\kappa_1+y^2/\kappa_2)$. With $\kappa_1=\kappa_2=\kappa$, $\rho$ is $\sqrt{A_0}$ times the ordinary distance in the $(x,y)$ plane.

Let the bond energy be parabolic, $\frac12\kappa\delta^2$, about the nearest multiple of $b$. Take a $2\times2$ cell with $+b$ and $-b$ in adjacent plaquettes, $\mathbf d=\mathbf a_1$. If every row is in balance and the mean stress vanishes, each bond force is the difference of a periodic $\varphi$ between the plaquettes on its two sides.

By antisymmetry the plaquette values are $f,-f$ in the dislocated line of plaquettes and $g,-g$ in the other. Each plaquette meets each of its two neighbours twice. Bond stretches must add up to $b$ around the first plaquette and to zero around the one above it:

$$4f-2(-f)-2g=\kappa b,\qquad 4g-2(-g)-2f=0.$$

The second gives $g=f/3$, and the first then gives $f=3\kappa b/16$. From (2),

$$E=\tfrac12b\,[f-(-f)]=\frac{3}{16}\kappa b^2=\frac{3\pi}{4}\lambda .$$

The largest stretch is $2f/\kappa=3b/8$, below $b/2$, so each bond is in its nearest well.

The images for this cell can also be summed by hand. Measure $w=x+iy$ in cell lengths and $\varphi$ in units of $Kb/2\pi$. A line with $+$ at the integers and $-$ at the half-integers has potential $\ln|\cot\pi w|$, which decays exponentially above and below. Stacked lines therefore sum to a periodic potential without a mean gradient. At the $+$ dislocation, the home line gives $\ln[|w_1|/(\pi r_c)]$, where $|w_1|=2\rho(\mathbf d)$ is the cell length. The lines at heights $\pm j$ give $\ln\coth\pi j$ each. Removing $\ln(\rho(\mathbf d)/r_c)$ leaves

$$I=\ln\frac2\pi+2\sum_{j\ge1}\ln\coth\pi j\approx-0.4516+0.0075=-0.4441 .$$

Now choose $b=r_c=4$ Å, $A_0=11.314$ Å$^2$ and $K=0.2648$ eV/Å$^3$, so $\lambda=0.2648\times16/4\pi=0.3372$ eV/Å. Since $\rho(\mathbf d)=\sqrt{A_0}=3.364$ Å, equation (1) gives

$$\frac{E_c}{\lambda}\approx\frac{3\pi}{8}+0.4441-\ln\frac{3.364}{4}=1.178+0.444+0.173=1.795,$$

or 0.605 eV/Å. The infinite-lattice value derived below is 0.6036 eV/Å, so four rows are within 0.3% for this bond law.

## Image sums for a general cell

For cell vectors $\mathbf c_1,\mathbf c_2$, direct summation over a finite block of cells gives

$$I_{\rm raw}=\sum_{\mathbf R\ne0}\left[\ln\rho(\mathbf d-\mathbf R)-\ln\rho(\mathbf R)\right].$$

After pairing $\mathbf R$ with $-\mathbf R$, the terms fall as $R^{-2}$ in two dimensions: the limit depends on the block shape. Put the home dipole at $\pm\mathbf d/2$. The block potential $\varphi_M$ and the periodic potential have the same sources near the origin, and in the large-block limit they differ by a linear function $\mathbf s\cdot\mathbf r$. Its slope follows from the mismatch across the cell:

$$\mathbf s\cdot\mathbf c_i=\varphi_M(\mathbf c_i/2)-\varphi_M(-\mathbf c_i/2).$$

In units of $Kb/2\pi$, the bracket in (1) is half the difference of $\varphi$ between the two dislocations. Removing $\mathbf s\cdot\mathbf r$ changes it by $-\frac12\mathbf s\cdot\mathbf d$:

$$I=I_{\rm raw}-\tfrac12\mathbf s\cdot\mathbf d.\qquad(3)$$

For $\mathbf d=\mathbf c_1/2$ and equal stiffness, the raw sum is $-0.0514$ for a square block and $+0.1804$ for one three times longer along $\mathbf c_2$. Equation (3) gives $-0.4441$ for both, the value found by hand. The square-block offset is $\pi/8=0.3927$. A uniformly polarized block has a central field tensor of trace $2\pi$, and fourfold symmetry splits it equally. Thus $\mathbf s=\pi\mathbf d/\Omega$ in the $\mathbf w$ plane, where $\Omega$ is the cell area, and $\frac12\mathbf s\cdot\mathbf d=\frac\pi2\cdot\frac14$. Using the raw sums would lower $E_c$ by 0.132 and 0.211 eV/Å respectively.

A closed form covers the general cell. Let $w_i$ be the complex images of $\mathbf c_i$ in the $\mathbf w$ plane, $\tau=w_2/w_1$ with $\operatorname{Im}\tau>0$, and $z$ the image of $\mathbf d$ divided by $w_1$. Then

$$\ln\frac{\rho(\mathbf d)}{r_c}+I=\ln|\theta_1(\pi z)|-\frac{\pi(\operatorname{Im}z)^2}{\operatorname{Im}\tau}-\ln\frac{\pi|\theta_1'(0)|r_c}{|w_1|}.$$

The theta function $\theta_1(\pi z|\tau)$ vanishes at the lattice points, which supplies the logarithms. Under $z\to z+\tau$ its modulus gains the factor $e^{\pi\operatorname{Im}\tau+2\pi\operatorname{Im}z}$, which the quadratic term cancels. That term is a uniform background, and the backgrounds of $+b$ and $-b$ cancel. Sums from (3), extrapolated in block size, agreed with this form within $2\times10^{-5}$ for three separations, two block shapes and two stiffness ratios.

## The mean stress is a separate matter

A regular image sum does not make a fixed cell stress-free. Creating the dipole slips a cut of length $|\mathbf d|$ by $b$. If the cell may not tilt, the mean elastic strain must cancel this slip. It has magnitude $b|\mathbf d|/\Omega$ and direction $\pm\hat{\mathbf z}\times\mathbf d$. In linear elasticity a uniform strain does not couple to the zero-mean remainder, so the fixed cell costs an extra

$$\Delta E=\frac{b^2}{2\Omega}(\hat{\mathbf z}\times\mathbf d)\cdot\mathsf C\,(\hat{\mathbf z}\times\mathbf d).$$

Both $|\mathbf d|^2$ and $\Omega$ grow as $N^2$, so this energy does not fade in larger cells. For $\mathbf d=\mathbf c_1/2$ and equal stiffness it is $\kappa b^2/8$, which would raise $E_c$ by 0.265 eV/Å. The slope against $\ln N$ would not reveal it. The safe remedy is to relax the tilt, as done here. Subtracting $\Delta E$ instead requires a cell large enough that the mean stress, which falls as $1/N$, does not move the dislocations; with the sinusoidal bonds introduced below and $\mathbf d=\mathbf c_1/2$, it drives the pair to annihilate in cells up to about $32^2$ rows, and at $40^2$ rows the extra energy is still 1.6% below $\Delta E$, an error of 0.004 eV/Å in $E_c$. With parabolic bonds, cells of $16^2$ and $32^2$ rows reproduced $\Delta E$ to one part in $10^7$.

The four-row cell shows where the fixed-cell formula fails. The extra stretch is $b/4$, which takes the most strained bond from $3b/8$ to $5b/8$. That bond belongs in the next well, and the dipole disappears.

## An analytic benchmark

For parabolic bonds in the infinite lattice, the plaquette equations are solved by Fourier transformation. For $\mathbf d=n\mathbf a_1$ and $t=\kappa_1/\kappa_2$,

$$E=b^2\!\int\!\!\frac{d^2k}{(2\pi)^2}\frac{1-\cos nk_1}{(2-2\cos k_2)/\kappa_1+(2-2\cos k_1)/\kappa_2},$$

over $-\pi<k_i<\pi$. The $k_2$ integral follows from $\int dk/[2\pi(A-2\cos k)]=(A^2-4)^{-1/2}$ with $A=2+4t\sin^2(k_1/2)$:

$$E=\lambda\int_0^\pi\frac{(1-\cos nk)\,dk}{S(k)},\qquad S=\sin\tfrac k2\sqrt{1+t\sin^2\tfrac k2}.$$

Separate the singular part $2/k$ of $1/S$. For large $n$ it gives $2[\ln(\pi n)+\gamma]$, with $\gamma$ Euler's constant. In the smooth remainder the cosine averages out. The substitution $c=\cos(k/2)$ makes the integral elementary:

$$\int_\epsilon^\pi\frac{dk}{S}=2\,\mathrm{artanh}\frac{c_\epsilon}{\sqrt{1+t-tc_\epsilon^2}}\to2\ln\frac4\epsilon-\ln(1+t).$$

Subtracting $\int_\epsilon^\pi 2\,dk/k=2\ln(\pi/\epsilon)$ and adding the parts,

$$E=2\lambda\left[\ln n+\gamma+2\ln2-\tfrac12\ln(1+t)\right].$$

Since $\rho=n\sqrt{A_0}\,t^{-1/4}$, comparison with the pair energy yields

$$E_c=\lambda\left[\ln\frac{r_c}{\sqrt{A_0}}+\gamma+2\ln2-\tfrac12\ln\left(\sqrt t+\frac1{\sqrt t}\right)\right].$$

Periodic cells analysed with (1) and (3) gave 0.60359 eV/Å at $t=1$, equal to the formula at this precision. At $t=0.4$, where $C_{45}=12.7$ GPa, both routes gave 0.37093 eV/Å.

## Sinusoidal bonds and the fit

Now replace the parabola by $(\kappa b^2/4\pi^2)[1-\cos(2\pi\delta/b)]$, which has the same stiffness at small $\delta$. No closed form is used for this core. The relaxed energies are fitted with

$$\frac E2-\lambda I=E_c+\lambda\ln\frac{\rho(\mathbf d)}{r_c}+\frac{A}{N^2}+\frac{B}{N^4}.$$

Half-cell separations are chosen because the net force on each dislocation then vanishes by symmetry. For these separations at equal stiffness, the $N^{-2}\ln N$ term vanishes too, which justifies the form of the fit. Every relaxed state was tested to be a minimum with its cores in place.

At $N=40$, $\rho(\mathbf d)=20\times3.364=67.3$ Å. The left side is 1.4454 eV/Å and the logarithmic term is $0.3372\times2.822=0.9516$ eV/Å, leaving 0.4938 eV/Å. Six sizes from $N=12$ to 40 extrapolate to

$$E_c(r_c=b)=0.494\ \text{eV/Å}=0.791\ \text{nJ/m}.$$

With the slope left free, the fit returns 0.3372 eV/Å, within about 0.01% of the $\lambda$ computed from the moduli. This tests the prefactor but not $I$, since a wrong $I$ shifts all sizes equally. The image subtraction is tested by a dipole along the cell diagonal, which has a different image energy: it gives the same core energy within $2\times10^{-5}$ eV/Å.

The value is meaningless without its cutoff: at $r_c=b/2$ it is 0.260 eV/Å, and it reaches zero at $r_c=0.92$ Å. At equal stiffness, the sinusoidal law lowers $E_c$ by 0.110 eV/Å from the parabolic value, since its energy at large stretch is smaller.

## Use near free surfaces

In a film with two free surfaces, $\varphi=0$ on both. Let the film occupy $0<\operatorname{Im}w<T_w$, with the dislocation at $ih_w$. Then

$$\varphi=\frac{Kb}{2\pi}\ln\left|\frac{\sinh[\pi(w+ih_w)/2T_w]}{\sinh[\pi(w-ih_w)/2T_w]}\right|,$$

because the two moduli are equal on each surface. At the cutoff, the numerator is $\sin(\pi h_w/T_w)$ and the denominator $\pi r_c/2T_w$. A true distance $T$ along the surface normal $\mathbf n$ becomes $T_w=T\sqrt{K/C_{nn}}$, with $C_{nn}=\mathbf n\cdot\mathsf C\mathbf n$; this is the minimum of $\rho$ on the plane $\mathbf n\cdot\mathbf r=T$. Equation (2) gives

$$E=E_c+\lambda\ln\left[\frac{2T}{\pi r_c}\sin\frac{\pi h}{T}\sqrt{\frac K{C_{nn}}}\right].$$

For $h\ll T$ the bracket becomes $(2h/r_c)\sqrt{K/C_{nn}}$, the half-space result. Both forms assume that $h$ is well above the core size and that the lattice holds the dislocation against the image force, which pulls it towards the nearer surface. With sinusoidal bonds, a screw in a film 30 rows thick escapes from depths up to five rows (16 Å) and is held at six, where the formula is high by 0.004 eV/Å.

With $E_c$ taken from the periodic cells, the formula predicts 1.3547 eV/Å for a screw at the centre of a film 24 rows thick. Direct relaxation of that film gives 1.3546 eV/Å. The surface plane is counted half a row spacing outside the last row.

For a 20 nm film with $\{111\}$ surfaces and a screw 5 nm deep, $\sqrt{K/C_{nn}}=1.030$. The bracket is $31.83\times0.7071\times1.030=23.2$, and $E=0.494+0.3372\times3.143=1.554$ eV/Å. The core supplies 32% at $r_c=b$. A half-space at the same depth gives 1.59 eV/Å; this is the closer estimate for a film on a thick substrate of equal moduli.

The parameters lie roughly in the regime of gallium arsenide: $b=4$ Å, $C_{44}=60$ GPa and $C_{55}=30$ GPa, the last standing for $(C_{11}-C_{12})/2$ and fixed here by the row geometry. One neglected effect that can be sized is splitting into two partials with screw parts $b/2$ and opposite edge parts $b/(2\sqrt3)$. With a Poisson ratio $\nu=0.3$, an isotropic estimate of their repulsion is $R/w$ at spacing $w$, where

$$R=\frac{Kb^2}{2\pi}\left[\frac14-\frac1{12(1-\nu)}\right].$$

Balancing it against a rough stacking-fault energy $\Gamma=0.045$ J/m$^2$ gives $w=R/\Gamma=31$ Å. The gain relative to spacing $b$, $R\ln(w/b)-\Gamma(w-b)$, is 0.105 eV/Å: 21% of the core energy, or 7% of the film energy. The thermal scale $k_BT/b$ at 900 K is 0.019 eV/Å. In-plane relaxation, the two-atom basis and bond reconstruction are absent and unsized, so 0.494 eV/Å is the core energy of this row model, not a prediction for the semiconductor. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
b = rc = 4.00 A; area per row = 11.314 A^2
C44 = 60.0 GPa; C55 = 30.0 GPa
bond stiffness = K = 0.26480 eV/A^3
prefactor lam = K b^2/(4 pi) = 0.33716 eV/A
Image sums, d = half of first cell vector (no unit):
  raw, square block   -0.05140
  raw, long block     0.18042
  corrected, square   -0.444099
  corrected, long     -0.444099
  theta function      -0.444099
Core error, raw square: -0.1324 eV/A
Core error, raw long: -0.2106 eV/A
Core error, fixed cell unaccounted: 0.2648 eV/A
Parabolic bonds, core energy (eV/A), fit and exact:
  equal stiffness     0.603590  0.603592
  ratio 0.4, C45 on   0.370926  0.370926
  C45 in that case = 12.73 GPa
Sinusoidal bonds: N, E (eV/A), E/2-lam*I (eV/A), core estimate (eV/A)
   12  1.774503  1.036984  0.491300
   16  1.971245  1.135355  0.492676
   20  2.122735  1.211100  0.493186
   24  2.246173  1.272819  0.493433
   32  2.440615  1.370040  0.493660
   40  2.591282  1.445373  0.493758
Fitted slope, half dipole: 0.33720 eV/A
Fitted slope, diagonal dipole: 0.33716 eV/A
Core energy, half dipole: 0.49391 eV/A
Core energy, diagonal dipole: 0.49392 eV/A
Core energy in SI: 0.7913 nJ/m
Core energy at rc = b/2: 0.26021 eV/A
Radius where core energy is zero: 0.9244 A
Free film, screw at centre: rows, atomistic, predicted (eV/A)
   12  1.120526  1.121045
   24  1.354634  1.354746
Off-centre film, parabolic, 32 rows, 8 below (eV/A):
  atomistic 0.853723  predicted 0.853959
Film 20 nm, depth 5 nm: energy 1.5537 eV/A
  share of core energy (rc = b): 31.8 %
Neglected effects, rough inputs:
  fault energy 0.045 J/m^2, Poisson ratio 0.3
  splitting width 31.4 A, energy gain 0.105 eV/A
  kT/b at 900 K: 0.0194 eV/A
  bond-law change of core energy: 0.1097 eV/A
```
